# Why Strain Changes the Adatom Hop Barrier on Ag(111): verification in Python

```python
"""Strain dependence of the hop barrier of a silver adatom on Ag(111).

Result under test: barrier(strain) = barrier(0) + sum_ab D_ab strain_ab,
where D is the stress moment (dE/dstrain, in eV) of the saddle minus that of
the fcc-hollow minimum, both taken in the UNSTRAINED cell. A positive trace
of D means that biaxial tension raises the barrier.
The independent side relaxes both states again in strained cells.

Energy: second-moment tight-binding potential for silver,
E = sum_i [sum_j phi(r_ij) - sqrt(sum_j h(r_ij))], with a smooth cutoff.
x is along the two atoms under the saddle, y is along the hop, z is normal.
Lengths are in angstrom and energies in eV unless a label says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar

REPULSION, HOPPING = 0.1028, 1.178
P_DECAY, Q_DECAY, R_REF = 10.928, 3.139, 2.889
SWITCH_START, CUTOFF = 6.5, 7.5
MASS_AMU = 107.87
TEMPERATURE = 100.0


def radial_functions(r):
    """Return phi and h, each with its first and second derivative."""
    width = CUTOFF - SWITCH_START
    x = np.clip((r - SWITCH_START) / width, 0.0, 1.0)
    s = 1 - 10 * x**3 + 15 * x**4 - 6 * x**5
    s1 = -30 * x**2 * (1 - x)**2 / width
    s2 = -60 * x * (1 - x) * (1 - 2 * x) / width**2
    result = []
    for amplitude, decay in ((REPULSION, P_DECAY), (HOPPING**2, 2 * Q_DECAY)):
        k = decay / R_REF
        f = amplitude * np.exp(-decay * (r / R_REF - 1))
        result += [f * s, f * (s1 - k * s), f * (s2 - 2 * k * s1 + k * k * s)]
    return result


def bulk_energy(spacing):
    """Energy per atom of the fcc crystal with the given neighbour spacing."""
    n = np.arange(-5, 6)
    a, b, c = np.meshgrid(n, n, n, indexing="ij")
    keep = ((a + b + c) % 2 == 0) & (a * a + b * b + c * c > 0)
    r = spacing * np.sqrt((a * a + b * b + c * c)[keep] / 2)
    r = r[r < CUTOFF]
    values = radial_functions(r)
    return values[0].sum() - np.sqrt(values[3].sum())


def find_pairs(positions, cell):
    """All pairs, each once, including periodic images inside the cutoff."""
    i, j = np.triu_indices(len(positions), 1)
    base = positions[i] - positions[j]
    base[:, :2] -= np.round(base[:, :2] @ np.linalg.inv(cell)) @ cell
    first, second, vectors = [], [], []
    for a in (-1, 0, 1):
        for b in (-1, 0, 1):
            v = base.copy()
            v[:, :2] += np.array([a, b]) @ cell
            keep = np.einsum("ij,ij->i", v, v) < CUTOFF**2
            first.append(i[keep])
            second.append(j[keep])
            vectors.append(v[keep])
    return np.concatenate(first), np.concatenate(second), np.vstack(vectors)


def evaluate(positions, cell):
    """Energy, gradient, Hessian, dE/dstrain and its last-atom bond part."""
    n = len(positions)
    i, j, vec = find_pairs(positions, cell)
    r = np.linalg.norm(vec, axis=1)
    unit = vec / r[:, None]
    phi, phi1, phi2, h, h1, h2 = radial_functions(r)
    rho = np.bincount(i, h, n) + np.bincount(j, h, n)
    energy = 2 * phi.sum() - np.sqrt(rho).sum()
    slope = -0.5 / np.sqrt(rho)
    v1 = 2 * phi1 + (slope[i] + slope[j]) * h1
    v2 = 2 * phi2 + (slope[i] + slope[j]) * h2
    gradient = np.empty((n, 3))
    density_gradient = np.empty((n, 3 * n))
    hessian = np.empty((3 * n, 3 * n))
    flat = i * n + j
    for a in range(3):
        w = v1 * unit[:, a]
        gradient[:, a] = np.bincount(i, w, n) - np.bincount(j, w, n)
        m = np.bincount(flat, h1 * unit[:, a], n * n).reshape(n, n)
        m = m.T - m
        density_gradient[:, a::3] = m - np.diag(m.sum(axis=1))
        for b in range(3):
            k = (v2 - v1 / r) * unit[:, a] * unit[:, b] + (a == b) * v1 / r
            m = np.bincount(flat, k, n * n).reshape(n, n)
            m = m + m.T
            hessian[a::3, b::3] = np.diag(m.sum(axis=1)) - m
    curvature = 0.25 * rho**-1.5
    hessian += density_gradient.T @ (curvature[:, None] * density_gradient)
    plane = vec[:, :2]
    weight = v1 / r
    moment = np.einsum("p,pa,pb->ab", weight, plane, plane)
    last = (i == n - 1) | (j == n - 1)
    part = np.einsum("p,pa,pb->ab", weight[last], plane[last], plane[last])
    return energy, gradient.ravel(), hessian, moment, part


def stationary_point(start, cell, negative_modes):
    """Find a minimum (0) or a first-order saddle (1) by mode following."""
    positions = start.copy()
    n = len(positions)
    shift = np.tile(np.eye(3), (n, 1)) / np.sqrt(n)
    for _ in range(100):
        energy, gradient, hessian, moment, part = evaluate(positions, cell)
        # Rigid translations get a fixed positive stiffness of 10 eV/A^2.
        values, modes = np.linalg.eigh(hessian + 10 * shift @ shift.T)
        if np.abs(gradient).max() < 1e-9:
            assert np.sum(values < 0) == negative_modes
            return dict(energy=energy, moment=moment, part=part,
                        values=values, modes=modes, positions=positions)
        stiffness = np.maximum(np.abs(values), 0.05)
        stiffness[:negative_modes] *= -1
        step = -modes @ ((modes.T @ gradient) / stiffness)
        step *= min(1.0, 0.2 / np.abs(step).max())
        positions = positions + step.reshape(n, 3)
    raise RuntimeError("stationary point not found")


def make_slab(spacing, repeat, layers):
    """Ideal fcc(111) slab; the top layer is at z = 0."""
    a1 = spacing * np.array([1.0, 0.0])
    a2 = spacing * np.array([0.5, np.sqrt(3) / 2])
    atoms = []
    for layer in range(layers):
        offset = (layer % 3) * (a1 + a2) / 3
        for u in range(repeat):
            for v in range(repeat):
                xy = u * a1 + v * a2 + offset
                atoms.append([*xy, -layer * spacing * np.sqrt(2 / 3)])
    return np.array(atoms), repeat * np.array([a1, a2])


def add_adatom(clean, spacing, site):
    """Put an adatom above the top layer; site is in units of spacing."""
    top = clean["positions"][:, 2].max()
    atom = [site[0] * spacing, site[1] * spacing, top + 0.80 * spacing]
    return np.vstack([clean["positions"], atom])


def strained(state, cell, strain, negative_modes):
    """Relax a known state again after a homogeneous in-plane strain."""
    deformation = np.eye(2) + strain
    positions = state["positions"].copy()
    positions[:, :2] = positions[:, :2] @ deformation
    return stationary_point(positions, cell @ deformation, negative_modes)


def support_geometry(state, count):
    """Mean adatom bond and mean separation of its supporting atoms."""
    atoms, adatom = state["positions"][:-1], state["positions"][-1]
    distance = np.linalg.norm(atoms - adatom, axis=1)
    nearest = np.argsort(distance)[:count]
    gaps = [np.linalg.norm(atoms[a] - atoms[b])
            for k, a in enumerate(nearest) for b in nearest[k + 1:]]
    return distance[nearest].mean(), np.mean(gaps)


FCC = (1.0, 1 / np.sqrt(3))
HCP = (1.0, 2 / np.sqrt(3))
BRIDGE = (1.0, np.sqrt(3) / 2)
BRIDGE_TURNED = (0.75, np.sqrt(3) / 4)

fit = minimize_scalar(bulk_energy, bounds=(2.7, 3.1), method="bounded",
                      options={"xatol": 1e-10})
d = fit.x
slab, cell = make_slab(d, 4, 5)
area = abs(np.linalg.det(cell))
clean = stationary_point(slab, cell, 0)

# Gradient and Hessian against finite differences at a disturbed geometry.
rng = np.random.default_rng(3)
trial = add_adatom(clean, d, BRIDGE)
trial = trial + 0.03 * rng.standard_normal(trial.shape)
direction = rng.standard_normal(trial.shape)
direction /= np.linalg.norm(direction)
delta = 1e-4
plus = evaluate(trial + delta * direction, cell)
minus = evaluate(trial - delta * direction, cell)
centre = evaluate(trial, cell)
assert abs((plus[0] - minus[0]) / (2 * delta)
           - centre[1] @ direction.ravel()) < 1e-5
assert np.allclose((plus[1] - minus[1]) / (2 * delta),
                   centre[2] @ direction.ravel(), atol=1e-4)

fcc = stationary_point(add_adatom(clean, d, FCC), cell, 0)
hcp = stationary_point(add_adatom(clean, d, HCP), cell, 0)
saddle = stationary_point(add_adatom(clean, d, BRIDGE), cell, 1)
turned = stationary_point(add_adatom(clean, d, BRIDGE_TURNED), cell, 1)
barrier0 = saddle["energy"] - fcc["energy"]
assert barrier0 > 0
assert abs(turned["energy"] - saddle["energy"]) < 1e-7

# Descent on the two sides of the saddle must end in the two hollows.
unstable = saddle["modes"][:, 0].reshape(-1, 3)
ends = [stationary_point(saddle["positions"] + sign * 0.3 * unstable,
                         cell, 0) for sign in (-1, 1)]
ends.sort(key=lambda state: state["positions"][-1, 1])
assert abs(ends[0]["energy"] - fcc["energy"]) < 1e-7
assert abs(ends[1]["energy"] - hcp["energy"]) < 1e-7
assert ends[1]["positions"][-1, 1] - ends[0]["positions"][-1, 1] > 0.4 * d

moment_fcc = fcc["moment"] - clean["moment"]
moment_saddle = saddle["moment"] - clean["moment"]
difference = moment_saddle - moment_fcc
slope = np.trace(difference)
assert abs(moment_fcc[0, 0] - moment_fcc[1, 1]) < 1e-6
assert abs(moment_fcc[0, 1]) < 1e-6 and abs(difference[0, 1]) < 1e-6


def relaxed_barrier(strain, transition=saddle):
    upper = strained(transition, cell, strain, 1)
    lower = strained(fcc, cell, strain, 0)
    return upper["energy"] - lower["energy"], upper, lower


def relaxed_slope(pattern, transition=saddle):
    h = 1e-3
    return (relaxed_barrier(h * pattern, transition)[0]
            - relaxed_barrier(-h * pattern, transition)[0]) / (2 * h)


# Strained and relaxed barriers against stress moments of the unstrained cell.
along_x, along_y = np.diag([1.0, 0.0]), np.diag([0.0, 1.0])
slope_biaxial = relaxed_slope(np.eye(2))
slope_x = relaxed_slope(along_x)
slope_y = relaxed_slope(along_y)
slope_turned = relaxed_slope(along_x, turned)
angle = 2 * np.pi / 3
rotation = np.array([[np.cos(angle), -np.sin(angle)],
                     [np.sin(angle), np.cos(angle)]])
turned_prediction = (rotation @ difference @ rotation.T)[0, 0]
assert abs(slope_biaxial - slope) < 2e-3
assert abs(slope_x - difference[0, 0]) < 2e-3
assert abs(slope_y - difference[1, 1]) < 2e-3
assert abs(slope_turned - turned_prediction) < 2e-3


def prefactor(upper, lower):
    """Harmonic attempt frequency in THz for one exit."""
    log_ratio = (np.log(lower["values"]).sum()
                 - np.log(upper["values"][1:]).sum())
    unit = constants.e / constants.angstrom**2
    mass = MASS_AMU * constants.atomic_mass
    return np.sqrt(np.exp(log_ratio) * unit / mass) / (2 * np.pi) / 1e12


barriers, prefactors = {0: barrier0}, {0: prefactor(saddle, fcc)}
for percent in (-2, -1, 1, 2):
    value, upper, lower = relaxed_barrier(percent / 100 * np.eye(2))
    barriers[percent] = value
    prefactors[percent] = prefactor(upper, lower)
quadratic = (barriers[1] + barriers[-1] - 2 * barrier0) / (2 * 0.01**2)

# The sign claim, and the dominance of the linear term at one percent.
assert slope > 0
assert barriers[-1] < barrier0 < barriers[1]
for percent in (-1, 1):
    linear_change = slope * percent / 100
    remainder = barriers[percent] - barrier0 - linear_change
    assert abs(remainder) < 0.5 * abs(linear_change)

# A wider and thicker slab.
big_slab, big_cell = make_slab(d, 5, 6)
big_clean = stationary_point(big_slab, big_cell, 0)
big_fcc = stationary_point(add_adatom(big_clean, d, FCC), big_cell, 0)
big_saddle = stationary_point(add_adatom(big_clean, d, BRIDGE), big_cell, 1)
big_barrier = big_saddle["energy"] - big_fcc["energy"]
big_slope = np.trace(big_saddle["moment"] - big_fcc["moment"])
assert abs(big_barrier - barrier0) < 0.005
assert abs(big_slope - slope) < 0.2 * abs(slope)

print(f"potential: A = {REPULSION} eV, xi = {HOPPING} eV")
print(f"potential: p = {P_DECAY}, q = {Q_DECAY}, r0 = {R_REF} A")
print(f"cutoff switched from {SWITCH_START} to {CUTOFF} A")
print(f"bulk neighbour spacing = {d:.4f} A")
print(f"bulk cohesive energy = {-fit.fun:.3f} eV per atom")
print(f"slab: {len(slab)} atoms + 1 adatom, area = {area:.2f} A^2")
for name, state, count in (("fcc hollow", fcc, 3), ("saddle", saddle, 2)):
    bond, gap = support_geometry(state, count)
    print(f"{name}: adatom bond = {bond:.3f} A, support gap = {gap:.3f} A")
print(f"hcp minus fcc energy = {1000*(hcp['energy']-fcc['energy']):.2f} meV")
print(f"unstrained barrier from fcc = {1000*barrier0:.2f} meV")
for name, m in (("fcc", moment_fcc), ("saddle", moment_saddle),
                ("saddle - fcc", difference)):
    print(f"moment {name}: xx = {m[0,0]:.4f}, yy = {m[1,1]:.4f}, "
          f"trace = {np.trace(m):.4f} eV")
for name, state, m in (("fcc", fcc, moment_fcc),
                       ("saddle", saddle, moment_saddle)):
    own = np.trace(state["part"])
    print(f"trace parts {name}: adatom bonds = {own:.4f}, "
          f"substrate bonds = {np.trace(m)-own:.4f} eV")
print(f"mean stress difference = {1000*slope/(2*area):.3f} meV/A^2")
print(f"biaxial slope: moments {slope:.4f}, relaxed {slope_biaxial:.4f} eV")
print(f"x slope: moments {difference[0,0]:.4f}, relaxed {slope_x:.4f} eV")
print(f"y slope: moments {difference[1,1]:.4f}, relaxed {slope_y:.4f} eV")
print(f"turned hop, x slope: moments {turned_prediction:.4f}, "
      f"relaxed {slope_turned:.4f} eV")
print(f"barrier change per 1% biaxial strain = {10*slope:.2f} meV")
print(f"quadratic coefficient = {quadratic:.2f} eV")
for percent in (-2, -1, 0, 1, 2):
    line = barrier0 + slope * percent / 100
    print(f"strain {percent:+d}%: barrier = {1000*barriers[percent]:.2f}, "
          f"linear = {1000*line:.2f} meV")
thermal = constants.k * TEMPERATURE / constants.e
print(f"temperature = {TEMPERATURE:.0f} K, kT = {1000*thermal:.3f} meV")
for percent in (-1, 0, 1):
    boltzmann = np.exp(-(barriers[percent] - barrier0) / thermal)
    full = boltzmann * prefactors[percent] / prefactors[0]
    print(f"strain {percent:+d}%: prefactor = {prefactors[percent]:.3f} THz, "
          f"rate ratio = {full:.3f}, fixed prefactor = {boltzmann:.3f}")
print(f"5x5, 6 layers: barrier = {1000*big_barrier:.2f} meV, "
      f"slope = {big_slope:.4f} eV")
print("every check passed")
```

It prints:

```
potential: A = 0.1028 eV, xi = 1.178 eV
potential: p = 10.928, q = 3.139, r0 = 2.889 A
cutoff switched from 6.5 to 7.5 A
bulk neighbour spacing = 2.8889 A
bulk cohesive energy = 2.960 eV per atom
slab: 80 atoms + 1 adatom, area = 115.64 A^2
fcc hollow: adatom bond = 2.713 A, support gap = 2.926 A
saddle: adatom bond = 2.650 A, support gap = 3.030 A
hcp minus fcc energy = 0.01 meV
unstrained barrier from fcc = 62.53 meV
moment fcc: xx = -0.4140, yy = -0.4140, trace = -0.8280 eV
moment saddle: xx = -1.0576, yy = 0.5646, trace = -0.4930 eV
moment saddle - fcc: xx = -0.6436, yy = 0.9786, trace = 0.3350 eV
trace parts fcc: adatom bonds = 0.8072, substrate bonds = -1.6351 eV
trace parts saddle: adatom bonds = 1.2400, substrate bonds = -1.7330 eV
mean stress difference = 1.448 meV/A^2
biaxial slope: moments 0.3350, relaxed 0.3349 eV
x slope: moments -0.6436, relaxed -0.6437 eV
y slope: moments 0.9786, relaxed 0.9786 eV
turned hop, x slope: moments 0.5730, relaxed 0.5730 eV
barrier change per 1% biaxial strain = 3.35 meV
quadratic coefficient = -7.41 eV
strain -2%: barrier = 52.91, linear = 55.83 meV
strain -1%: barrier = 58.46, linear = 59.18 meV
strain +0%: barrier = 62.53, linear = 62.53 meV
strain +1%: barrier = 65.11, linear = 65.88 meV
strain +2%: barrier = 65.92, linear = 69.23 meV
temperature = 100 K, kT = 8.617 meV
strain -1%: prefactor = 1.302 THz, rate ratio = 1.589, fixed prefactor = 1.603
strain +0%: prefactor = 1.313 THz, rate ratio = 1.000, fixed prefactor = 1.000
strain +1%: prefactor = 1.321 THz, rate ratio = 0.745, fixed prefactor = 0.741
5x5, 6 layers: barrier = 62.29 meV, slope = 0.3234 eV
every check passed
```
